\section*{Impurity decay modes in a wafer with a thin back getter, part 2}

A dissolved metal impurity diffuses in one dimension in a wafer \(0<x<L\) with constant diffusivity \(D\). The front face \(x=0\) reflects it. On the back face lies a getter of thickness \(d\) with a closed outer face. \(C(x,t)\) and \(C_g\) are the numbers of impurity atoms per volume in wafer and getter. The constant segregation coefficient \(K\) is the equilibrium ratio \(C_g/C\), and \(\alpha=Kd/L\) is the capacity ratio. The flux towards increasing \(x\) is \(J=-D\,\partial C/\partial x\). The algebra holds in any consistent units.

For a thin getter, uniform inside and in equilibrium with the wafer at the interface, the decaying modes are \(\cos(q_nx)\,e^{-Dq_n^2t}\), where the \(q_n\) are the positive roots of
\begin{equation}
\boxed{\;\tan(qL)=-Kdq\;}
\label{eq:mode}
\end{equation}
With \(z_n=q_nL\) this reads \(\tan z_n=-\alpha z_n\), and the lifetimes are \(\tau_n=L^2/(Dz_n^2)\). Part (c) showed that all roots are real, with one \(z_n\) in each interval \((n-\tfrac12)\pi<z<n\pi\), \(n=1,2,3,\ldots\) It tested the rates with a balance of fluxes between neighbouring cells of the wafer and one further cell of capacity \(Kd\).

Part (d) found, for a strong getter,
\begin{equation}
z_1\simeq\frac{\pi}{2}+\frac{2}{\pi\alpha}\qquad(\alpha\gg1).
\label{eq:strong}
\end{equation}
and, at fixed \(L\) and \(D\),
\begin{equation}
\frac{d\ln\tau_1}{d\ln\alpha}
=-2\,\frac{\alpha}{z_1}\frac{dz_1}{d\alpha}
=\frac{2\alpha}{1+\alpha+\alpha^2z_1^2}>0 .
\label{eq:sens}
\end{equation}
A perfect sink, which holds \(C(L,t)=0\), has the longer lifetime \(4L^2/(\pi^2D)\).

Modes \(\varphi_m,\varphi_n\) are orthogonal when the getter term \(Kd\,\varphi_m(L)\varphi_n(L)\) is added to the wafer integral. In this scalar product the decaying modes have the norms
\begin{equation}
N_n=\frac L2\left(1+\frac{\alpha}{1+\alpha^2z_n^2}\right).
\label{eq:norm}
\end{equation}
The constant mode \(\varphi_0=1\), which does not decay, has \(N_0=L(1+\alpha)\).

\subsection*{(f) The fraction left in the wafer}

At \(t=0\) the wafer has the uniform concentration \(C_0\) and the getter is empty. Find the fraction \(f(t)\) of the atoms that is still in the wafer at time \(t\).

\paragraph{Solution.}
The initial state has two parts: \(C_0\) in the wafer, and zero as the equilibrium wafer concentration that corresponds to the getter. Its scalar product with a mode therefore has no getter term:
\begin{equation}
\int_0^LC_0\cos(q_nx)\,dx=\frac{C_0\sin z_n}{q_n}.
\end{equation}
Division by \(N_n\) gives the amplitude \(A_n=C_0\sin z_n/(q_nN_n)\). The constant mode has \(A_0=C_0L/N_0=C_0/(1+\alpha)\). Integrating each mode over the wafer gives another factor \(\sin z_n/q_n\), and division by the initial content \(C_0L\) gives the weight
\begin{equation}
w_n=\frac{\sin^2z_n}{q_n^2LN_n}.
\end{equation}
From \(\tan z_n=-\alpha z_n\) follows \(\sin^2z_n=\alpha^2z_n^2/(1+\alpha^2z_n^2)\). With \(q_n=z_n/L\) and \eqref{eq:norm},
\begin{align}
w_n&=\frac{L\,\alpha^2}{(1+\alpha^2z_n^2)\,N_n}
=\frac{2\alpha^2}{1+\alpha+\alpha^2z_n^2},\\
f(t)&=\frac{1}{1+\alpha}+\sum_{n=1}^{\infty}w_n\,e^{-t/\tau_n}.
\label{eq:f}
\end{align}

It remains to show that the modes can represent this initial state. Orthogonality gives the squared distance between the state and its expansion, divided by the squared norm \(C_0^2L\) of the state, as \(1-1/(1+\alpha)-\sum w_n\). The expansion is complete for this state if the distance vanishes, that is, if \(\sum w_n=\alpha/(1+\alpha)\). Consider
\begin{equation}
g(z)=\frac{\alpha\sin z}{z\,h(z)},\qquad
h(z)=\sin z+\alpha z\cos z .
\end{equation}
By part (c), all zeros of \(h\) are real: they are \(0\) and \(\pm z_n\). At \(z_n\),
\begin{equation}
h'(z_n)=(1+\alpha)\cos z_n-\alpha z_n\sin z_n
=(1+\alpha+\alpha^2z_n^2)\cos z_n ,
\end{equation}
so the residue of \(g\) is
\begin{equation}
\frac{\alpha\tan z_n}{z_n(1+\alpha+\alpha^2z_n^2)}
=-\frac{\alpha^2}{1+\alpha+\alpha^2z_n^2}=-\frac{w_n}{2}.
\end{equation}
Since \(g\) is odd, the residue at \(-z_n\) is the same. Near zero \(h\simeq(1+\alpha)z\), and the residue is \(\alpha/(1+\alpha)\). On the circles \(|z|=M\pi\), with \(M\) a large integer, \(\tan z\) stays bounded: the circles cross the real axis at zeros of the tangent, and away from that axis the tangent tends to \(\pm i\). There \(g=\alpha\tan z/[z(\tan z+\alpha z)]\) falls as \(1/|z|^2\), while the circumference grows as \(|z|\). The contour integral tends to zero, and so does the sum of the residues:
\begin{equation}
\frac{\alpha}{1+\alpha}-\sum_{n=1}^\infty w_n=0 .
\end{equation}
This proves the expansion, and with it \(f(0)=1\).

As a separate test, the balance of cells from part (c) was propagated in time with 300 cells, for \(\alpha=1\) and \(11.1\) and for \(Dt/L^2=0.02\), \(0.1\) and \(0.4\). The fraction left differed from \eqref{eq:f} by at most \(5.3\times10^{-6}\) of the initial content.

\subsection*{(g) Iron in silicon}

Take a silicon wafer with \(L=180\ \mu\mathrm m\) at \(1073\) K and a phosphorus-doped back layer with \(d=0.5\ \mu\mathrm m\) and \(K=4000\). For iron use the rough diffusivity \(D=10^{-3}\exp(-0.66\ \mathrm{eV}/k_BT)\ \mathrm{cm^2/s}\). How fast and how far is the wafer cleaned?

\paragraph{Solution.}
At this temperature \(D=7.94\times10^{-7}\ \mathrm{cm^2/s}\). The capacity ratio is
\begin{equation}
\alpha=\frac{4000\times0.5}{180}=11.1 .
\end{equation}
The first root of \(\tan z=-\alpha z\) is \(z_1=1.626\); the strong-getter estimate \eqref{eq:strong} gives \(1.628\). Hence
\begin{equation}
q_1=\frac{1.626}{180\ \mu\mathrm m}
=0.00903\ \mu\mathrm m^{-1}
=9.03\times10^{-7}\ \text{\AA}^{-1}.
\end{equation}
With \(L^2/D=408\) s,
\begin{equation}
\tau_1=\frac{408\ \mathrm s}{1.626^2}=154\ \mathrm s .
\end{equation}
The second root, \(4.731\), gives \(\tau_2=18\) s. A perfect sink would have \(\tau_1=165\) s, slightly longer, as part (d) requires.

The final fraction is \(1/12.1=0.083\), and the first mode has weight \(w_1=0.729\). The fraction left is \(0.580\) after 60 s, \(0.282\) after 200 s and \(0.0975\) after 600 s. These values assume a getter that is uniform inside; the slow diffusion within it that part (h) estimates raises them by less than \(0.001\). Once the second mode has died out, the time at which the fraction exceeds its final value by \(0.01\) is
\begin{equation}
t_*=\tau_1\ln\frac{w_1}{0.01}
=154\ \mathrm s\times\ln72.9\simeq660\ \mathrm s .
\end{equation}
Longer annealing at this temperature brings little: the remaining iron is held back by equilibrium, not by slow diffusion.

\subsection*{(h) When is the getter thin?}

Let the impurity diffuse inside the getter with diffusivity \(D_g\). Find the new mode condition and the true meaning of ``thin''.

\paragraph{Solution.}
A getter profile with the same decay rate obeys \(D_gp^2=Dq^2\), so \(p=q\sqrt{D/D_g}\). The closed outer face at \(x=L+d\) selects
\begin{equation}
C_g=B\cos[p(L+d-x)]\,e^{-Dq^2t}.
\end{equation}
Interface equilibrium and continuity of flux at \(x=L\) read
\begin{align}
B\cos(pd)&=K\cos(qL),\\
-D_gpB\sin(pd)&=Dq\sin(qL).
\end{align}
Divide the second equation by the first and use \(D_gp=Dq^2/p\):
\begin{equation}
\tan(qL)=-Kq\,\frac{\tan(pd)}{p}.
\label{eq:resolved}
\end{equation}
For \(pd\to0\) the last factor becomes \(d\), and \eqref{eq:mode} returns. The requirement is therefore \(qd\sqrt{D/D_g}\ll1\); the inequality \(d\ll L\) does not ensure it.

Suppose that trapped atoms are immobile, and that the mobile atoms in the getter have the same diffusivity and equilibrium concentration as in the wafer. Their concentration is \(C_g/K\), so the getter flux is \(-(D/K)\,\partial C_g/\partial x\) and \(D_g=D/K\). Strong trapping slows the spreading of atoms through the layer. The requirement becomes \(qd\sqrt K\ll1\). In the example \(q_1d\sqrt K=0.286\). The expansion \(\tan(pd)/p\simeq d[1+(pd)^2/3]\) raises the effective capacity by \(0.286^2/3=2.7\,\%\). By \eqref{eq:sens}, \(\tau_1\) changes by
\begin{equation}
\frac{2\times11.1}{1+11.1+11.1^2\times1.626^2}\times2.7\,\%
\simeq0.18\,\% ,
\end{equation}
in agreement with the solution of \eqref{eq:resolved}.

A \(5\ \mu\mathrm m\) layer with the same \(K\) is still much thinner than the wafer, but here \eqref{eq:mode} gives \(qd\sqrt K=2.77\). The resolved wavenumber is \(0.00854\) instead of \(0.00876\ \mu\mathrm m^{-1}\). The layer is far from uniform, yet \(\tau_1\) is only \(5\,\%\) longer than the thin formula says. To see why, write \eqref{eq:resolved} for \(D_g=D/K\) without poles:
\begin{equation}
G(q)=\sin(qL)\cos(qd\sqrt K)
+\sqrt K\sin(qd\sqrt K)\cos(qL)=0 .
\end{equation}
The large factor \(\sqrt K\) keeps this root near \(\cos(qL)=0\), so the rate is set mainly, though not only, by diffusion through the wafer. The side on which it lies has changed, however. If \(d\sqrt K<L\), both terms of \(G\) are positive for \(0<qL<\pi/2\), and the first root lies above \(\pi/(2L)\), as in the thin model. At \(q=\pi/(2L)\) one has \(G=\cos[\pi d\sqrt K/(2L)]\), which is negative for \(L<d\sqrt K<3L\). The first root then lies below \(\pi/(2L)\), and relaxation is slower than with a perfect sink. The \(5\ \mu\mathrm m\) layer, with \(d\sqrt K=316\ \mu\mathrm m\), is such a case.

For thicker layers the error in \(\tau_1\) grows. At \(q=\pi/(d\sqrt K)\) one finds \(G=-\sin(qL)\), negative if \(d\sqrt K>L\), so that
\begin{equation}
\tau_1>\frac{Kd^2}{\pi^2D}\qquad(d\sqrt K>L).
\end{equation}
Beyond \(d\sqrt K=2L\) this lower bound exceeds the perfect-sink lifetime and grows as \(d^2\): the slowest process is then redistribution inside the getter. That mode moves few atoms out of the wafer, so \(\tau_1\) no longer measures the cleaning. For \(d=10\ \mu\mathrm m\), \(\tau_1\) is about \(520\) s, three times the thin value, but this mode carries a weight of only about \(0.02\) in the fraction left, while a mode with a lifetime near \(170\) s carries about \(0.75\). The time to come within \(0.01\) of the final fraction is about \(800\) s, against \(720\) s from the thin formula.

\subsection*{(i) A barrier at the interface}

Let the flux into a thin getter be \(J=h\,[C(L,t)-C_g/K]\), with transfer velocity \(h\). How does the mode condition change?

\paragraph{Solution.}
Write \(C_g/K=U\,e^{-Dq^2t}\) and \(b=D/h\). The getter balance \(Kd\,\partial(C_g/K)/\partial t=J\) gives
\begin{equation}
-KdDq^2U=h[\cos(qL)-U],
\qquad U=\frac{\cos(qL)}{1-Kdbq^2}.
\end{equation}
The wafer flux \(Dq\sin(qL)\) must equal \(-KdDq^2U\), hence
\begin{equation}
\tan(qL)=-\frac{Kdq}{1-Kdbq^2}.
\end{equation}
Its reciprocal is \(\cot(qL)=-1/(Kdq)+bq\). For a strong getter and \(b\ll L\), \(qL\) is near \(\pi/2\), where \(\cot(qL)\simeq\pi/2-qL\). Thus \(q(L+b)\simeq\pi/2+1/(Kdq)\): the barrier acts as an added wafer thickness \(b\), and \(\tau_1\) grows by about \(2b/L\). For an assumed \(b=1\ \mu\mathrm m\) this estimate is \(1.1\,\%\), and the full condition also gives \(1.1\,\%\).

\subsection*{(j) The example beside the real case}

Which neglected effects matter most for these numbers?

\paragraph{Solution.}
Phosphorus-doped layers do getter iron in silicon solar cells, and the chosen thicknesses and temperature are of the usual size. An uncertain input is \(K\), which varies widely with doping and temperature. A real phosphorus profile is graded, so \(K\) also varies with depth; for a thin layer \(Kd\) then stands for the integral of \(K\) over the layer. Halving \(K\) throughout gives a final fraction of \(0.153\) and \(\tau_1=145\) s; doubling it gives \(0.043\) and \(160\) s. An error in \(K\) thus changes the final purity far more than the time. An error in the rough \(D\) does the opposite: \(\tau_1\) is proportional to \(1/D\), while the final fraction does not contain \(D\). A temperature 10 K higher shortens \(\tau_1\) by \(6.4\,\%\) through \(D\) alone, with \(K\) held fixed.

Many cells receive phosphorus on both faces, which breaks the assumption of a reflecting front. By symmetry the midplane then reflects, so \(L\) is halved and \(\alpha\) doubled. For iron that starts evenly spread, the lifetime falls to \(160/4=40\) s and the final fraction to \(0.043\), if both layers equal the one assumed here. A start that is not symmetric about the midplane also excites a slow exchange of iron between the two getters, with a lifetime of about 2300 s; this exchange does not change the total amount in the wafer.

For a starting iron concentration of \(10^{12}\ \mathrm{cm^{-3}}\), the getter ends with \(3.3\times10^{14}\ \mathrm{cm^{-3}}\), or \(3.3\times10^{-6}\) iron atoms per phosphorus atom at \(10^{20}\ \mathrm{cm^{-3}}\). Saturation is not a concern if a fair share of the phosphorus can bind iron. The start lies at one third of a rough solubility of \(3\times10^{12}\ \mathrm{cm^{-3}}\), so dissolved iron is a consistent assumption. A more contaminated wafer may hold precipitates, whose dissolution can set a slower rate. With a rough phosphorus diffusivity of \(3\times10^{-16}\ \mathrm{cm^2/s}\), the layer spreads by about 4.5 nm during \(t_*\), little beside 500 nm. The model describes an existing layer at constant temperature; gettering while the layer forms, and the change of \(K\) and \(D\) during cooling, are left out and not sized here. The remaining digits are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
temperature: 1073 K
wafer thickness L: 180 um
getter thickness d: 0.5 um
segregation coefficient K: 4000 (no unit)
iron diffusivity prefactor: 1.0e-03 cm2/s
iron migration energy: 0.66 eV
iron diffusivity D: 7.944e-07 cm2/s
alpha = K d / L: 11.111 (no unit)
first root z1: 1.62609 rad
second root z2: 4.73141 rad
strong-getter estimate of z1: 1.62809 rad
q1 from mode condition: 0.009034 1/um
q1 from balance matrix: 0.009034 1/um
q1 converted: 9.0338e-07 1/angstrom
slowest lifetime tau1: 154.2 s
second lifetime tau2: 18.2 s
lifetime for a perfect sink: 165.3 s
weight of first mode in fraction left: 0.7293 (no unit)
final fraction in wafer: 0.0826 (no unit)
fraction left after 60 s: 0.5802 (no unit)
fraction left after 200 s: 0.2820 (no unit)
fraction left after 600 s: 0.0975 (no unit)
time to final fraction + 0.01: 662 s
wafer-only overlap of modes 1, 2 over L: 0.0117
largest relative rate error in tests: 1.6e-05
largest fraction error in tests: 5.3e-06
thinness number q1 d sqrt(K): 0.286 (no unit)
tau1 change, finite getter thickness: +0.18 %
tau1 change, barrier worth 1 um: +1.07 %
tau1 change, 10 K hotter, via D only: -6.4 %
K times 0.5: tau1 144.9 s, final fraction 0.1525
K times 2.0: tau1 159.5 s, final fraction 0.0431
starting iron concentration: 1.0e+12 cm-3
rough iron solubility: 3.0e+12 cm-3
start / solubility: 0.33 (no unit)
final iron concentration in getter: 3.30e+14 cm-3
phosphorus concentration: 1.0e+20 cm-3
getter iron per phosphorus atom: 3.3e-06
rough phosphorus diffusivity: 3.0e-16 cm2/s
phosphorus spread sqrt(D_P t) by that time: 4.5 nm
thicker getter for contrast: 5.0 um
its thinness number: 2.77
its q1, thin condition: 0.008758 1/um
its q1, getter resolved: 0.008541 1/um
its tau1, resolved / thin: 1.05 (no unit)
\end{verbatim}
